Why nearly flat polar bands favour narrow walls in ferroelectric hafnia

Take a row of identical double wells that do not feel one another. Each well stands for one plane of cells in a ferroelectric, and its coordinate u is the amplitude of the polar displacement in that plane. Every plane can sit at +u₀ or −u₀, and its energy does not depend on what its neighbours do. Put all planes on the left at −u₀ and all planes on the right at +u₀. This is a domain wall. It costs no energy, and no plane has any reason to leave its minimum, so the polarization reverses from one plane to the next.

The phonons of the same row are equally simple. Each plane vibrates on its own, so the frequency does not depend on the wavevector and the band is flat. The flat band and the abrupt wall have one cause: no plane pulls on another. In hafnia the bands are nearly flat, not perfectly flat, so the question is how a weak pull changes the wall, and what it must be weak compared with.

**The model and its band**

Let the planes be stacked along the wall normal and labelled by n. Per cell of wall area, take

E = Σₙ [−a uₙ²/2 + b uₙ⁴/4 + a²/(4b)] + (J/2) Σₙ (uₙ₊₁ − uₙ)²,

with a and b positive. The constant completes a square,

−a u²/2 + b u⁴/4 + a²/(4b) = (b/4)(u² − u₀²)², u₀² = a/b,

so the uniform polar states have zero energy. The barrier between the wells is E_b = a²/(4b), which also gives a u₀² = 4E_b.

In hafnia this double well is an effective one. Other oxygen displacements and the plane spacing change as the polarization reverses, and they are taken to follow u. The strain within the planes, which all planes share, is held fixed. The point u = 0 is the nonpolar structure halfway along that path, which need not be the cubic crystal. The oxygen planes that carry the polar shift are separated by spacer planes that shift much less, which makes a small J plausible. Here J is an input. The wall is neutral, flat and parallel to the polarization, the temperature is zero, and the fields of electrodes and interfaces in a gate stack are left out. Since u is uniform within each plane, coupling inside the planes does not enter. The relevant band is the one along the wall normal.

For a small vibration εₙ about a uniform state u, the equation of motion is

M ε̈ₙ = −(−a + 3b u²) εₙ + J(εₙ₊₁ + εₙ₋₁ − 2εₙ).

A wave with phase advance q per plane gives εₙ₊₁ + εₙ₋₁ = 2 cos q εₙ, and therefore

Mω² = −a + 3b u² + 4J sin²(q/2).

The local term is −a at u = 0 and 2a at u = ±u₀. The dispersion 4J sin²(q/2) is the same in both states. The dimensionless measure of coupling is

κ = J/a.

Within this one-coordinate model it can be read from the polar phase alone, because the squared frequencies at the zone edge and centre have the ratio (2a + 4J)/(2a) = 1 + 2κ.

**What the band says about domain patterns**

Write D(q) = Mω², and consider a ring of N planes with uₙ = u₀sₙ, where each sₙ is +1 or −1. The local energy is zero for every choice of signs, so the coupling alone distinguishes the patterns. With sₙ = Σ_q s_q exp(iqn), neighbouring differences carry the factor |exp(iq) − 1|² = 2(1 − cos q), and

E/N = (J u₀²/2) Σ_q |s_q|² 2(1 − cos q)
= (u₀²/2) Σ_q |s_q|² [D(q) − D(0)].

The second line also holds for bilinear coupling to more distant planes, since each such coupling J_m adds 2J_m(1 − cos mq) to D(q) and the matching term to the energy. The small-amplitude band thus fixes the energy of patterns with full-amplitude reversals, before relaxation. If the bandwidth is small compared with a, the energy per plane differs little on the scale of E_b between all arrangements of up and down planes, however finely they alternate.

**The wall at weak coupling**

Place the wall between planes −1 and 1, with no plane labelled zero. By symmetry u₋₁ = −u₁. On the right write uₙ = u₀(1 − δₙ). The force balance for plane 1 is

−a u₁ + b u₁³ + J(u₁ − u₂) + 2J u₁ = 0.

Divide by a u₀ and expand the cube:

−2δ₁ + 3δ₁² − δ₁³ + κ[(δ₂ − δ₁) + 2(1 − δ₁)] = 0.

At first order −2δ₁ + 2κ = 0, so δ₁ = κ. Physically, the reversed neighbour pulls with force 2Ju₀ and the well resists with stiffness 2a; the displacement is their ratio, κu₀. At second order the terms 3δ₁² = 3κ² and −3κδ₁ = −3κ² cancel, so δ₁ has no κ² term. Plane 2 feels mainly the displacement of plane 1:

−2δ₂ + κδ₁ = 0, δ₂ = κ²/2.

A convenient measure of the wall is its missing squared polarization, expressed as a number of cells,

W = Σₙ (1 − uₙ²/u₀²).

Using 1 − (1 − δ)² = 2δ − δ² on both sides,

W = 2[(2κ − κ²) + κ²] + O(κ³) = 4κ + O(κ³).

W can be much less than one. That does not mean that the reversal takes place inside an atom: it still spans one plane spacing, but hardly any plane has lost its polarization.

The energy follows from its derivative with respect to J. At equilibrium the changes in uₙ do not contribute to first order, so dE/dJ = ½ Σ(uₙ₊₁ − uₙ)². The large step across the wall is 2u₀(1 − δ₁). With a u₀² = 4E_b,

dE/dκ = 4E_b · ½ · 4(1 − κ)² + O(κ²) = 8E_b(1 − 2κ) + O(κ²).

Integrating from zero coupling, where the wall is free,

E_w = 8κE_b(1 − κ) + O(κ³).

The width of the wall and its energy are now separate questions. A small |κ| makes the wall narrow. The sign of J decides whether the wall costs or gains energy. For κ = −0.05 the lattice equations, solved by Newton's method, give E_w = −0.42E_b, in agreement with the formula. The uniform polar state is still locally stable, because its lowest curvature, 2a + 4J, is positive, but it is no longer the lowest state. With positive J, a flat band makes narrow walls cheap, not spontaneous.

**The tail and the opposite limit**

Far from the wall the deviations are small, so they obey the static form of the polar-phase vibration equation. Inserting δₙ ∝ exp(−λn) gives

2a + 2J(1 − cosh λ) = 0, cosh λ = 1 + 1/κ.

This is the condition ω² = 0 in the polar band at the imaginary wavevector q = iλ. A narrow band must be continued far into the imaginary direction before it reaches zero, which means a rapid decay. For small κ, cosh λ ≈ exp(λ)/2, so exp(−λ) ≈ κ/2. This is the ratio δ₂/δ₁ found above.

When κ is large, u changes slowly from plane to plane and n may be replaced by a continuous coordinate x, measured in plane spacings. Equilibrium becomes J u″ = dV/du with V = (b/4)(u² − u₀²)². Multiplying by u′ and integrating, with both u′ and V zero far away, gives

(J/2)u′² = (b/4)(u₀² − u²)²,
u′ = √(b/(2J)) (u₀² − u²).

The solution is u = u₀ tanh(x/ξ), with 1/ξ = u₀√(b/(2J)), hence ξ = √(2κ). The missing polarization is the integral of sech²(x/ξ), so W = 2ξ. Since the two energy densities are equal,

E_w = ∫ J u′² dx = J ∫ u′ du = √(Jb/2) · (4u₀³/3) = (16/3)E_b √(κ/2).

The last step uses u₀√b = √a and a u₀² = 4E_b. A dispersive band therefore spreads the reversal over many planes, because a large jump between neighbours costs more than leaving several planes near the top of their double wells.

**Narrow walls are hard to move**

To move a narrow wall by one spacing, one plane must cross from one well to the other. At the halfway point it has u = 0, with a plane near −u₀ on one side and a plane near +u₀ on the other. At weak coupling the force on the crossing plane vanishes at three places, near −u₀, 0 and u₀, so the middle one is the top of the path.

Each neighbour is now pulled by Ju₀ instead of 2Ju₀, so its deviation is κ/2. There are two steps of size u₀(1 − κ/2), and

dE/dκ = 4E_b · ½ · 2(1 − κ/2)² + O(κ²) = 4E_b(1 − κ) + O(κ²).

Starting from E_b at zero coupling, the energy at the top is E_b(1 + 4κ − 2κ²). Subtracting E_w = E_b(8κ − 8κ²) leaves the barrier

E_m = E_b(1 − 4κ + 6κ²) + O(κ³).

As the band becomes flat, the barrier tends to the full double-well barrier per cell. This is for a whole plane reversing together. A real wall may advance by forming a small reversed patch within the plane, so E_m is not a prediction of the coercive field.

**How thin can a domain be?**

Reverse a single plane in a uniform crystal, with J positive. First hold its neighbours at u₀. Force balance reads

b u(u − u₀)(u + u₀) + 2J(u − u₀) = 0.

Apart from u = u₀, the solutions satisfy u² + u₀u + 2κu₀² = 0, or

u = −(u₀/2)[1 ± √(1 − 8κ)].

The upper sign is the reversed minimum and the lower sign is the top of the barrier that protects it. They merge at κ = 1/8, beyond which the plane falls back. If the neighbours may relax, they move towards the reversed plane and pull on it less, so the limit rises. Following the reversed minimum numerically in a chain of 21 planes, with κ increased until the minimum disappears, gives κ ≈ 0.134. In terms of the polar band, √(1 + 2κ) ≈ 1.13: within this model, one-plane domains survive if the zone-edge frequency exceeds the zone-centre frequency by less than about 13%.

**Two bands with the same double well**

Take round parameters, not fitted to hafnia: E_b = 0.004 Ha, u₀ = 0.5 bohr, M = 60000 electron masses, a plane spacing of 10 bohr and a cell area of 100 bohr². Then

a = 4E_b/u₀² = 0.016/0.25 = 0.064 Ha/bohr²,
b = a/u₀² = 0.256 Ha/bohr⁴.

For the nearly flat case choose κ = 0.02, so J = 0.00128 Ha/bohr². The polar frequency √(D/M) runs from 321 cm⁻¹ at the zone centre to 327 cm⁻¹ at the edge. About the nonpolar state the whole band is unstable, from 227i to 217i cm⁻¹.

The lattice values below come from solving the force-balance equations by Newton's method. The first plane beside the wall has 0.980 of the full amplitude and the second has 0.9998, as δ₁ = κ and δ₂ = κ²/2 require. The missing polarization is W = 0.080 cells. The weak-coupling energy is

8 × 0.02 × 0.004 × 0.98 = 6.27 × 10⁻⁴ Ha per cell area,

and the lattice gives the same to three digits, equivalent to 9.8 mJ/m². The motion barrier is

0.004 × (1 − 0.08 + 0.0024) = 3.69 × 10⁻³ Ha per cell area,

nearly six times the wall energy. The wall is cheap to have and expensive to shift.

Now keep the double well and raise κ to 2. The polar band runs from 321 to 717 cm⁻¹. The first four planes have 0.26, 0.65, 0.85 and 0.94 of the full amplitude, and W = 3.94 cells, close to the continuum value 2√(2κ) = 4. The wall energy is 0.0211 Ha per cell area, or 329 mJ/m², about 1% below the continuum result of 0.0213 Ha. The motion barrier falls to 4.4 × 10⁻⁷ Ha per cell area, more than 8000 times smaller than in the flat case. A continuous profile can be shifted without changing its energy, and this wall is already wide enough to come close to that limit.

Between these cases the change is gradual. At κ = 0.1 the lattice gives W = 0.40 and a motion barrier of 0.66E_b; at κ = 0.5 it gives W = 1.75 and 0.09E_b.

**When a flat band is not enough**

The argument compares the bandwidth with the local instability. Keep J = 0.00128 Ha/bohr², and with it the absolute bandwidth in Mω², but reduce a by a factor of 100. Then κ = 2 again, and the wall again has W = 3.94 cells. The coupling is as weak as before, but the wells are now too shallow to hold the planes against it.

The second condition is that the coupling be close to bilinear. Add (K/4)Σ(uₙ₊₁ − uₙ)⁴ to the energy. In a uniform state all differences vanish, and for small vibrations this term is of fourth order, so neither harmonic band changes. At a wall the difference is about 2u₀ and the term is large. With κ = 0.02 and Ku₀² = a, relaxing an abrupt wall downhill in energy, with the wall kept centred between two planes by symmetry, gives W = 2.04 cells instead of 0.08. This profile is weakly unstable to a sideways shift; the stable wall is centred on a plane, lies slightly lower in energy, and also has W = 2.04 cells. The phonons are the same, but the wall is much wider.

For hafnia, then, nearly flat polar bands point to narrow walls if the local double well is close to quartic and deep on the scale of the bandwidth, and if large differences between neighbouring planes meet no strong extra resistance. For a nearly quartic well the depth can be judged from the phonons only if the displacements that follow u in the static energy also follow it during the vibration, which requires them to be much faster than u. A slow follower, such as the plane spacing, stays nearly clamped. The vibration is then almost purely a motion of u, but its frequency measures the clamped curvature, which exceeds 2a, so the well looks deeper and the band flatter than κ implies. For example, let a coordinate w add g w u² + c w²/2 to a quartic term B u⁴/4. Relaxing w gives b = B − 2g²/c, while the curvature at fixed w is 2aB/b. With B = 4b and a heavy w, a true κ = 0.3 is read from the band as 0.075, and the wall has W = 1.14 cells rather than 0.30. For a well of another shape, the energy along the whole path between the minima is needed: even when the barrier is high, a low shelf beside it can hold planes at reduced amplitude and widen the wall. The resistance to large differences has to be found from the energy of structures in which neighbouring planes are actually reversed.

All numerical values are calculated from the stated model.
